**Acoustic-phonon mobility of a ring-shaped band minimum**

The program tests $\mu=e\hbar^2C/(D^2k_0m^{3/2}\sqrt{2\pi k_BT})$, where $k_0$ is the ring radius, $m$ the radial mass, $D$ the deformation potential and $C$ the sheet modulus. It asserts the counts of states and squared velocities for two ring dispersions. It also asserts that a numerical Boltzmann solution with slow sound reproduces the mobility within 3% at 30 and 60 K, and the exponent $-1/2$ within 0.02. Further assertions cover the hat-top correction, grid convergence at 300 K, the weak-broadening limit, both warping limits and the first degeneracy correction. For rough gallium selenide parameters, the formula gives 250 cm²/Vs at 300 K and the full acoustic solution gives 287 cm²/Vs. The full acoustic exponent changes from −0.76 between 100 and 200 K to −0.21 between 200 and 300 K, so this example has no clean inverse-square-root window. A rough polar-phonon estimate lowers the 300 K mobility to about 14 cm²/Vs, where the golden rule is no longer justified.

## Numerical check

```python
# Result under test: holes near a ring-shaped band minimum, scattered by
# acoustic phonons (constant deformation potential, equipartition), have
#   mobility = e hbar^2 C / (D^2 k0 m^(3/2) sqrt(2 pi kB T)).
# k0: ring radius; m: radial mass; D: deformation potential;
# C = density * sound_speed^2: sheet modulus; T: temperature.
# Energies are hole energies measured upward from the ring.
# The example band is the hat E0 (k^2/k0^2 - 1)^2, so m = hbar^2 k0^2/(8 E0).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, ive

HBAR, KB, Q = const.hbar, const.k, const.e
MEV = 1e-3 * Q
K0 = 2.5e9
E0 = 80 * MEV
DEF_POT = 1.0 * Q
DENSITY = 4e-6
SOUND = 4500.0
MODULUS = DENSITY * SOUND**2
MASS = HBAR**2 * K0**2 / (8 * E0)
WARP = 10 * MEV
SHEET_DENSITY = 1e17
# Rough ionic parameters of the polar optical mode
LO_ENERGY = 30 * MEV
CELL_CHARGE = 4.0
CELL_AREA = 0.12e-18
MODE_MASS = 75 * const.atomic_mass
SCREEN_LENGTH = 3e-9


def formula_mobility(T):
    return (Q * HBAR**2 * MODULUS
            / (DEF_POT**2 * K0 * MASS**1.5 * np.sqrt(2 * np.pi * KB * T)))


def hat_energy(k):
    return E0 * ((k / K0)**2 - 1)**2


def parabolic_ring_energy(k):
    return HBAR**2 * (k - K0)**2 / (2 * MASS)


def radial_velocity(band, k):
    h = 1e-5 * K0
    return (band(k + h) - band(k - h)) / (2 * h * HBAR)


def acoustic_mode(speed):
    """Squared coupling times area, and phonon energy, at fixed modulus."""
    def mode(q):
        return DEF_POT**2 * HBAR * q * speed / (2 * MODULUS), HBAR * speed * q
    return mode


def polar_mode(q):
    """Longitudinal optical mode of a polarizable sheet."""
    force = Q**2 * CELL_CHARGE / (
        2 * const.epsilon_0 * CELL_AREA * (1 + SCREEN_LENGTH * q))
    omega = LO_ENERGY / HBAR
    return force**2 * HBAR * CELL_AREA / (2 * MODE_MASS * omega), LO_ENERGY


def boltzmann_mobility(T, modes, n_radial=400, n_angle=64, width=0.08):
    """Linearized Boltzmann equation for the hat, with scattering-in.
    Energy deltas are Gaussians of the given width in units of kB T.
    The collision kernel obeys detailed balance exactly."""
    kt = KB * T
    top = np.sqrt(13 * kt / E0)
    bottom = -min(1.0, top)
    dw = (top - bottom) / n_radial
    w = bottom + dw * (np.arange(n_radial) + 0.5)
    k = K0 * np.sqrt(1 + w)          # uniform steps of k^2: equal areas
    energy = hat_energy(k) / kt
    velocity = radial_velocity(hat_energy, k)
    diff = energy[:, None] - energy[None, :]
    out = np.zeros_like(diff)
    back = np.zeros_like(diff)
    for theta in np.pi * (np.arange(n_angle) + 0.5) / n_angle:
        q = np.sqrt((k[:, None] - k[None, :])**2
                    + 4 * k[:, None] * k[None, :] * np.sin(theta / 2)**2)
        for mode in modes:
            strength, phonon = mode(q)
            x = phonon / kt
            delta = (np.exp(-0.5 * ((diff - x) / width)**2)
                     + np.exp(-0.5 * ((diff + x) / width)**2))
            delta /= width * np.sqrt(2 * np.pi) * kt
            rate = strength * delta / (2 * np.sinh(x / 2))
            out += rate
            back += np.cos(theta) * rate
    area_step = K0**2 / 2 * dw * 2 * np.pi / n_angle / (4 * np.pi**2)
    factor = 2 * np.pi / HBAR * area_step * np.exp(diff / 2)
    matrix = np.diag((out * factor).sum(axis=1)) - back * factor
    free_path = np.linalg.solve(matrix, velocity)
    weight = np.exp(-energy)
    return (Q * np.sum(weight * velocity * free_path)
            / (2 * kt * np.sum(weight)))


def hat_top_ratio(T):
    """Elastic mobility of the full hat over the ring formula."""
    x0 = E0 / (KB * T)
    extra = quad(lambda x: x * np.sqrt(x / x0) * np.exp(-x), x0, x0 + 50)[0]
    return (1 + extra) / (1 - 0.5 * erfc(np.sqrt(x0)))


def gauss_grid(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def broadening_ratio(a):
    """Self-consistent Born mobility over the Boltzmann ring formula.
    a = hbar/(2 tau kB T) at energy kB T."""
    edge = -3 * (a / 2)**(2 / 3)
    u, wu = gauss_grid(0, np.sqrt(45), 600)
    energy = edge + u**2
    s = np.array([max(np.roots([1, 0, -en, -1j * a]), key=lambda r: r.real)
                  for en in energy])
    weight = np.exp(-energy) * 2 * u * wu
    current = np.sum(weight * 2 * a / np.pi * spectral_integral(s))
    number = np.sum(weight * (1 / s).real) / np.sqrt(np.pi)
    return current / number


def spectral_integral(s):
    """Integral of sqrt(x) [Im 1/(s^2 - x)]^2 over x > 0."""
    return np.pi / 4 * s.real**2 / (s.imag * abs(s)**2)


def warping_parts(T, warp=WARP):
    """Current and density integrals, ring energy warp*sin^2(3 angle),
    each normalized to one for an unwarped ring."""
    kt = KB * T
    w = warp / kt
    psi, wpsi = gauss_grid(0, np.pi / 2, 300)
    cuts = [0, min(w, 40.0)]
    if w < 40:
        cuts += [w + 3, w + 45]
    current = number = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        en, wen = gauss_grid(a, b, 200)
        en_col = en[:, None]
        sin2 = np.minimum(1, en_col / w) * np.sin(psi)**2
        root = np.sqrt(np.maximum(en_col, w)
                       - np.minimum(en_col, w) * np.sin(psi)**2)
        radial = en_col - w * sin2
        tangential = 9 * w**2 * 4 * sin2 * (1 - sin2) * kt / (16 * E0)
        dos = 2 / np.pi * np.sum(wpsi / root, axis=1)
        flow = 2 / np.pi * np.sum(wpsi * (radial + tangential) / root, axis=1)
        current += np.sum(wen * np.exp(-en) * flow / dos)
        number += np.sum(wen * np.exp(-en) * dos) / np.sqrt(np.pi)
    return current, number


def warping_ratio(T):
    current, number = warping_parts(T)
    return current / number


def fermi_number(eta):
    """Density divided by the effective density of states."""
    value = quad(lambda u: 2 / (np.exp(u * u - eta) + 1), 0, 12)[0]
    return value / np.sqrt(np.pi)


def degeneracy_ratio(eta):
    return np.log1p(np.exp(eta)) / fermi_number(eta)


def local_exponent(ratio, T):
    step = 1.02
    return -0.5 + np.log(ratio(T * step) / ratio(T / step)) / (2 * np.log(step))


# Count states and squared velocities on a Cartesian wavevector grid
axis = (np.arange(2000) + 0.5) / 2000 * 3.2 * K0 - 1.6 * K0
k_grid = np.hypot(axis[:, None], axis[None, :])
cell = (axis[1] - axis[0])**2 / (4 * np.pi**2)
limit = 0.3 * E0
count_formula = K0 * np.sqrt(2 * MASS * limit) / (np.pi * HBAR)
count_errors = []
for band in (hat_energy, parabolic_ring_energy):
    inside = k_grid[band(k_grid) < limit]
    counted = inside.size * cell
    speed_sum = np.sum(radial_velocity(band, inside)**2) * cell
    speed_formula = count_formula * 2 * limit / (3 * MASS)
    count_errors += [counted / count_formula - 1, speed_sum / speed_formula - 1]
assert max(abs(err) for err in count_errors) < 0.005
del k_grid

# Slow sound is the elastic equipartition limit
slow = acoustic_mode(5.0)
mu30, mu60 = (boltzmann_mobility(T, [slow]) for T in (30.0, 60.0))
exponent_solved = np.log(mu60 / mu30) / np.log(2)
assert abs(mu30 / formula_mobility(30.0) - 1) < 0.03
assert abs(mu60 / formula_mobility(60.0) - 1) < 0.03
assert abs(exponent_solved + 0.5) < 0.02
elastic300 = boltzmann_mobility(300.0, [slow])
assert abs(elastic300 / formula_mobility(300.0) / hat_top_ratio(300.0) - 1) < 0.03

# Full acoustic solution and its numerical convergence
real_sound = acoustic_mode(SOUND)
temperatures = (100.0, 200.0, 300.0)
full = {T: boltzmann_mobility(T, [real_sound]) for T in temperatures}
finer = boltzmann_mobility(300.0, [real_sound], n_radial=600, width=0.055)
assert abs(finer / full[300.0] - 1) < 0.03

# Broadening: spectral integral and weak-scattering limit
s_test = 0.9 + 0.3j
direct = quad(lambda u: 2 * u * u * (1 / (s_test**2 - u * u)).imag**2,
              0, np.inf)[0]
assert abs(direct / spectral_integral(s_test) - 1) < 1e-6
assert abs(broadening_ratio(1e-4) - 1) < 0.02

# Warping: density against its Bessel form, and the two limiting exponents
assert abs(warping_parts(300.0)[1] / ive(0, WARP / (2 * KB * 300)) - 1) < 2e-3
cold = 0.01 * WARP / KB
cold_exponent = local_exponent(warping_ratio, cold)
assert abs(cold_exponent + 1) < 0.03
weak_current, weak_number = warping_parts(300.0, 1e-3 * WARP)
assert abs(weak_current / weak_number - 1) < 5e-3

# Degeneracy: first virial correction at small fugacity
fugacity = 0.02
virial = 1 + (1 / np.sqrt(2) - 0.5) * fugacity
assert abs(degeneracy_ratio(np.log(fugacity)) - virial) < fugacity**2

# Example at 300 K
T = 300.0
kt = KB * T
mu = formula_mobility(T)
tau_thermal = np.sqrt(np.pi) * mu * MASS / Q
width_ratio = HBAR / (tau_thermal * kt)
dos_density = 2 * K0 / HBAR * np.sqrt(MASS * kt / (2 * np.pi))
eta = brentq(lambda y: dos_density * fermi_number(y) - SHEET_DENSITY, -15, 8)


def broadening_at(temp):
    tau = np.sqrt(np.pi) * formula_mobility(temp) * MASS / Q
    return broadening_ratio(HBAR / (2 * tau * KB * temp))


with_polar = {temp: boltzmann_mobility(temp, [real_sound, polar_mode])
              for temp in (100.0, 300.0)}
polar_width = HBAR * Q / (np.sqrt(np.pi) * with_polar[T] * MASS * kt)

print(f"ring radius k0: {K0*1e-9:.2f} nm^-1")
print(f"hat height E0: {E0/MEV:.1f} meV")
print(f"radial mass m: {MASS/const.m_e:.3f} electron masses")
print(f"deformation potential D: {DEF_POT/Q:.2f} eV")
print(f"areal density: {DENSITY:.2e} kg/m^2")
print(f"sound speed: {SOUND:.0f} m/s")
print(f"sheet modulus C: {MODULUS:.1f} N/m")
print(f"largest relative error, state and velocity counts: "
      f"{max(map(abs, count_errors)):.1e}")
print(f"slow-sound Boltzmann / formula at 30 K: {mu30/formula_mobility(30):.4f}")
print(f"slow-sound Boltzmann / formula at 60 K: {mu60/formula_mobility(60):.4f}")
print(f"slow-sound exponent, 30 to 60 K: {exponent_solved:.4f}")
for temp in temperatures:
    print(f"at {temp:.0f} K: formula mobility {formula_mobility(temp)*1e4:.1f}, "
          f"full acoustic Boltzmann {full[temp]*1e4:.1f} cm^2/Vs")
for low, high in ((100.0, 200.0), (200.0, 300.0)):
    slope = np.log(full[high] / full[low]) / np.log(high / low)
    print(f"full acoustic exponent, {low:.0f} to {high:.0f} K: {slope:.3f}")
print(f"formula mobility at 300 K in SI: {mu:.4e} m^2/Vs")
print(f"kB T at 300 K: {kt/MEV:.2f} meV")
print(f"largest ring phonon energy 2 hbar v k0: {2*HBAR*SOUND*K0/MEV:.2f} meV")
print(f"relaxation time at energy kB T, 300 K: {tau_thermal*1e15:.1f} fs")
print(f"hbar/(tau kB T) at energy kB T, 300 K: {width_ratio:.3f}")
print(f"D at which that ratio is one: {DEF_POT/Q/np.sqrt(width_ratio):.2f} eV")
print(f"hat top, elastic mobility / formula, 300 K: {hat_top_ratio(T):.3f}")
print(f"hat top, elastic local exponent, 300 K: "
      f"{local_exponent(hat_top_ratio, T):.3f}")
print(f"slow-sound Boltzmann / formula, 300 K: {elastic300/mu:.3f}")
print(f"finite phonon energy, full / slow-sound, 300 K: "
      f"{full[T]/elastic300:.3f}")
print(f"finer grid / standard grid, full acoustic, 300 K: {finer/full[T]:.4f}")
print(f"broadening, Born / formula, 300 K: {broadening_at(T):.3f}")
print(f"broadening, local exponent, 300 K: "
      f"{local_exponent(broadening_at, T):.3f}")
print(f"warping height: {WARP/MEV:.1f} meV")
print(f"warping, mobility / formula, 300 K: {warping_ratio(T):.3f}")
print(f"warping, local exponent, 300 K: {local_exponent(warping_ratio, T):.3f}")
print(f"warping, exponent at kB T = 0.01 warping height: {cold_exponent:.3f}")
print(f"effective density of states Nc, 300 K: {dos_density*1e-4:.3e} cm^-2")
print(f"sheet density for degeneracy check: {SHEET_DENSITY*1e-4:.1e} cm^-2")
print(f"chemical potential / kB T at that density: {eta:.3f}")
print(f"degeneracy, mobility / formula: {degeneracy_ratio(eta):.4f}")
print(f"polar phonon energy: {LO_ENERGY/MEV:.1f} meV")
print(f"polar cell charge: {CELL_CHARGE:.1f} elementary charges")
print(f"polar cell area: {CELL_AREA*1e18:.2f} nm^2")
print(f"polar mode mass: {MODE_MASS/const.atomic_mass:.1f} u")
print(f"sheet screening length: {SCREEN_LENGTH*1e9:.1f} nm")
for temp, value in with_polar.items():
    print(f"acoustic plus polar, golden rule, {temp:.0f} K: "
          f"{value*1e4:.2f} cm^2/Vs")
print(f"hbar/(tau kB T) implied with polar mode, 300 K: {polar_width:.2f}")
print("finished without a failed check")
```

Running it gives:

```
ring radius k0: 2.50 nm^-1
hat height E0: 80.0 meV
radial mass m: 0.744 electron masses
deformation potential D: 1.00 eV
areal density: 4.00e-06 kg/m^2
sound speed: 4500 m/s
sheet modulus C: 81.0 N/m
largest relative error, state and velocity counts: 2.4e-04
slow-sound Boltzmann / formula at 30 K: 0.9940
slow-sound Boltzmann / formula at 60 K: 0.9940
slow-sound exponent, 30 to 60 K: -0.5000
at 100 K: formula mobility 432.7, full acoustic Boltzmann 530.6 cm^2/Vs
at 200 K: formula mobility 305.9, full acoustic Boltzmann 312.5 cm^2/Vs
at 300 K: formula mobility 249.8, full acoustic Boltzmann 287.2 cm^2/Vs
full acoustic exponent, 100 to 200 K: -0.764
full acoustic exponent, 200 to 300 K: -0.208
formula mobility at 300 K in SI: 2.4979e-02 m^2/Vs
kB T at 300 K: 25.85 meV
largest ring phonon energy 2 hbar v k0: 14.81 meV
relaxation time at energy kB T, 300 K: 187.3 fs
hbar/(tau kB T) at energy kB T, 300 K: 0.136
D at which that ratio is one: 2.71 eV
hat top, elastic mobility / formula, 300 K: 1.226
hat top, elastic local exponent, 300 K: -0.032
slow-sound Boltzmann / formula, 300 K: 1.215
finite phonon energy, full / slow-sound, 300 K: 0.946
finer grid / standard grid, full acoustic, 300 K: 1.0027
broadening, Born / formula, 300 K: 0.983
broadening, local exponent, 300 K: -0.497
warping height: 10.0 meV
warping, mobility / formula, 300 K: 1.007
warping, local exponent, 300 K: -0.508
warping, exponent at kB T = 0.01 warping height: -1.007
effective density of states Nc, 300 K: 1.002e+14 cm^-2
sheet density for degeneracy check: 1.0e+13 cm^-2
chemical potential / kB T at that density: -2.233
degeneracy, mobility / formula: 1.0212
polar phonon energy: 30.0 meV
polar cell charge: 4.0 elementary charges
polar cell area: 0.12 nm^2
polar mode mass: 75.0 u
sheet screening length: 3.0 nm
acoustic plus polar, golden rule, 100 K: 158.11 cm^2/Vs
acoustic plus polar, golden rule, 300 K: 14.16 cm^2/Vs
hbar/(tau kB T) implied with polar mode, 300 K: 2.40
finished without a failed check
```
